# Dielectric saturation of free water dipoles and double-layer capacitance

## Result

Water is modelled as \(n\) permanent dipoles per unit volume, each of moment \(p\), free to turn and not interacting with one another. An electronic background of relative permittivity \(\varepsilon_\infty\) is added. In a field \(E\) at temperature \(T\) the relative permittivity \(\varepsilon=D/(\varepsilon_0E)\) is

\[
\varepsilon(E)=\varepsilon_\infty+\frac{np}{\varepsilon_0E}\,L(u),\qquad u=\frac{pE}{kT},\qquad L(u)=\coth u-\frac1u .
\]

It falls from \(\varepsilon_s=\varepsilon_\infty+np^2/(3\varepsilon_0kT)\) at zero field towards \(\varepsilon_\infty\) at high field.

Let this medium fill the double layer at a flat electrode: a compact layer of thickness \(d\) without ions, then a 1:1 electrolyte of point ions with bulk density \(c_0\) per species. Its differential capacitance \(C=d\sigma/d\psi_0\) is lower than that of the same layer with constant permittivity \(\varepsilon_s\), when both are held at the same nonzero potential \(\psi_0\). At zero charge the two are equal.

The capacitance contains the differential permittivity, not \(\varepsilon(E)\) itself:

\[
\varepsilon_d(E)=\frac1{\varepsilon_0}\frac{dD}{dE}=\varepsilon_\infty+\frac{np^2}{\varepsilon_0kT}L'(u).
\]

**Conventions.** The electrode is at \(x=0\) and the solution at \(x>0\). The potential \(\psi\) vanishes in the bulk and \(E=-d\psi/dx\). The electrode charge per area is \(\sigma=D(0)\). I take \(\sigma>0\); the other sign follows by symmetry. The dipole density is constant, and each dipole feels the macroscopic field \(E\). Quantities of the constant-\(\varepsilon_s\) layer carry the label "lin", those of the dipolar medium "sat".

## First derivation: orientation average and first integral

**Permittivity.** A dipole at angle \(\theta\) to the field has energy \(-pE\cos\theta\), hence Boltzmann weight \(e^{u\cos\theta}\). With \(y=\cos\theta\), equal solid angles are equal intervals of \(y\), so

\[
\langle\cos\theta\rangle=\frac{\int_{-1}^{1}y\,e^{uy}dy}{\int_{-1}^{1}e^{uy}dy}
=\frac{\dfrac{2\cosh u}{u}-\dfrac{2\sinh u}{u^2}}{\dfrac{2\sinh u}{u}}=\coth u-\frac1u=L(u).
\]

The polarization of the dipoles is \(npL(u)\), and

\[
D=\varepsilon_0\varepsilon_\infty E+npL(u).
\]

Division by \(\varepsilon_0E\) gives the stated permittivity.

For weak fields \(L=u/3-u^3/45+\dots\) and \(L'=1/3-u^2/15+\dots\). Since \(np^2/(\varepsilon_0kT)=3(\varepsilon_s-\varepsilon_\infty)\),

\[
\varepsilon\approx\varepsilon_s-(\varepsilon_s-\varepsilon_\infty)\frac{u^2}{15},\qquad
\varepsilon_d\approx\varepsilon_s-(\varepsilon_s-\varepsilon_\infty)\frac{u^2}{5}.
\]

At weak fields the differential permittivity falls three times as fast. For strong fields \(L\to1-1/u\): the dipoles are nearly aligned, and their part of \(\varepsilon\) decays as \(np/(\varepsilon_0E)\).

**Concavity.** The capacitance argument needs \(D(E)\) to bend downwards, that is \(L''<0\) for \(u>0\). From \(L'=1/u^2-1/\sinh^2u\),

\[
L''=-\frac{2}{u^3}+\frac{2\cosh u}{\sinh^3u},
\]

which is negative if \(\sinh u>u\cosh^{1/3}u\). Put \(g=\sinh u\,\cosh^{-1/3}u-u\), so that \(g(0)=0\), and \(t=\cosh^{2/3}u\), so that \(\sinh^2u=t^3-1\). Then

\[
g'=\cosh^{2/3}u-\frac{\sinh^2u}{3\cosh^{4/3}u}-1
=t-\frac{t^3-1}{3t^2}-1=\frac{(t-1)^2(2t+1)}{3t^2}>0
\]

for \(u>0\). Hence \(g>0\) and \(L''<0\). The slope of \(D(E)\) therefore decreases, and \(\varepsilon_d<\varepsilon<\varepsilon_s\) at any nonzero field.

**First integral.** In the diffuse layer, \(x>d\), let \(\varphi=e\psi/kT\). Boltzmann ions have the charge density \(\rho=-2c_0e\sinh\varphi\), and Poisson's equation is \(dD/dx=\rho\). Multiply it by \(E=-d\psi/dx\):

\[
E\frac{dD}{dx}=2c_0e\sinh\varphi\,\frac{d\psi}{dx}=\frac{d}{dx}\bigl(2c_0kT\cosh\varphi\bigr).
\]

Integration from \(x\) to the bulk, where \(E=\varphi=0\), gives

\[
W(E)\equiv\int_0^{E}E'\,dD(E')=2c_0kT(\cosh\varphi-1).
\]

Integration by parts, \(W=ED-\int_0^E D\,dE'\), together with \(\int_0^u L\,du'=\ln(\sinh u/u)\), yields

\[
W=\tfrac12\varepsilon_0\varepsilon_\infty E^2+nkT\left[uL(u)-\ln\frac{\sinh u}{u}\right].
\]

**Capacitances.** No charge lies inside the compact layer, so \(D=\sigma\) throughout it, and \(E\) is the uniform field that solves \(D(E)=\sigma\). The drop across this layer is \(dE(\sigma)\), with derivative \(d/(\varepsilon_0\varepsilon_d)\) with respect to \(\sigma\).

At its outer edge, where \(\varphi=\varphi_d\) and \(\psi=\psi_d\), a small change obeys \(dW=E\,d\sigma=2c_0e\sinh\varphi_d\,d\psi_d\). Hence

\[
C_H=\frac{\varepsilon_0\varepsilon_d}{d},\qquad C_D=\frac{d\sigma}{d\psi_d}=\frac{2c_0e\sinh\varphi_d}{E},\qquad \frac1C=\frac1{C_H}+\frac1{C_D}.
\]

The last relation holds because the two potential drops add.

**Comparison at equal charge.** \(C_H\) is lower than in the linear medium because \(\varepsilon_d<\varepsilon_s\). For \(C_D\), write \(w=W/(2c_0kT)\). Then \(\cosh\varphi_d=1+w\), \(\sinh^2\varphi_d=w^2+2w\), and

\[
C_D^2=(2c_0e)^2\,\frac{w^2+2w}{E^2}
=\left(\frac{e}{kT}\right)^2\left(\frac WE\right)^2+\frac{4c_0e^2}{kT}\,\frac{W}{E^2}.
\]

Since \(D(E)\) is concave, the inverse function \(E(D)\) is convex and lies below its chord from the origin. The area under it therefore satisfies \(W<\tfrac12\sigma E\), so that

\[
\frac WE<\frac\sigma2,\qquad \frac{W}{E^2}<\frac{\sigma}{2E}=\frac{\varepsilon_0\varepsilon(E)}2<\frac{\varepsilon_0\varepsilon_s}2 .
\]

In the linear medium \(W/E=\sigma/2\) and \(W/E^2=\varepsilon_0\varepsilon_s/2\), which gives

\[
C_{D,\mathrm{lin}}^2=\left(\frac{e\sigma}{2kT}\right)^2+\left(\frac{\varepsilon_0\varepsilon_s}{\lambda}\right)^2,\qquad \lambda^2=\frac{\varepsilon_0\varepsilon_skT}{2c_0e^2},
\]

with \(\lambda\) the Debye length. Both terms are smaller in the saturating medium. Thus \(C_H\), \(C_D\) and \(C\) are all reduced at equal charge.

**Comparison at equal potential.** Because \(\psi_0=\int_0^\sigma d\sigma'/C(\sigma')\), the lower capacitance means a higher potential at given charge. At a given potential the saturating layer thus holds less charge, \(\sigma_{\rm sat}<\sigma_{\rm lin}\). The linear capacitance rises with charge, as the last formula shows, with \(C_H\) constant. Therefore

\[
C_{\rm sat}(\sigma_{\rm sat})<C_{\rm lin}(\sigma_{\rm sat})<C_{\rm lin}(\sigma_{\rm lin}),
\]

which is the stated result.

## Second derivation: partition function and small-signal response

**Permittivity.** The orientational partition function of one dipole, normalized to one at zero field, is

\[
z=\frac12\int_{-1}^{1}e^{uy}dy=\frac{\sinh u}{u}.
\]

The free energy per volume at fixed field is \(f=-nkT\ln z\), and the polarization is \(-\partial f/\partial E=np\,d\ln z/du\). Euler's product \(\sinh u/u=\prod_{k\ge1}(1+u^2/k^2\pi^2)\) turns the logarithm into a sum, so

\[
L(u)=\frac{d\ln z}{du}=\sum_{k=1}^\infty\frac{2u}{k^2\pi^2+u^2}.
\]

Direct differentiation of \(\ln\sinh u-\ln u\) gives \(\coth u-1/u\), the same function. In the sum, each term of \(L/u\) decreases with \(u\), so \(\varepsilon(E)\) falls. A second differentiation gives

\[
L'(u)=\sum_{k=1}^\infty\frac{2(k^2\pi^2-u^2)}{(k^2\pi^2+u^2)^2}<\sum_{k=1}^\infty\frac{2}{k^2\pi^2}=\frac13\qquad(u\neq0),
\]

because \((A-u^2)A<(A+u^2)^2\) for \(A=k^2\pi^2\), and \(\sum1/k^2=\pi^2/6\). Hence \(\varepsilon_d<\varepsilon_s\). Also \(\varepsilon_d>0\), because \(L'=d^2\ln z/du^2=\langle\cos^2\theta\rangle-\langle\cos\theta\rangle^2\) is a variance. These two bounds, and one relation \(D(E)\) holding at every \(x\), are the only properties of the medium used below.

**Potential profiles.** Treat the whole double layer together, with \(\rho=0\) for \(x<d\) and \(\rho=-2c_0e\sinh\varphi\) for \(x>d\). Since \(dD/dx=\varepsilon_0\varepsilon_d\,dE/dx=-\varepsilon_0\varepsilon_d\psi''\), Poisson's equation reads

\[
\varepsilon_0\varepsilon_d\,\psi''=-\rho .
\]

Hold \(\psi_0\) fixed. The potential stays nonnegative, since at a negative minimum \(\psi''\) would have the wrong sign. With \(-\rho\ge0\) and \(\varepsilon_d\le\varepsilon_s\),

\[
\psi_{\rm sat}''\ge\frac{-\rho(\psi_{\rm sat})}{\varepsilon_0\varepsilon_s},\qquad
\psi_{\rm lin}''=\frac{-\rho(\psi_{\rm lin})}{\varepsilon_0\varepsilon_s}.
\]

Let \(h=\psi_{\rm sat}-\psi_{\rm lin}\), which vanishes at \(x=0\) and in the bulk. Suppose \(h>0\) on some interval, with \(h\) zero at its ends. There \(-\rho(\psi_{\rm sat})\ge-\rho(\psi_{\rm lin})\), because \(\sinh\) increases, and hence \(h''\ge0\). A convex function that vanishes at both ends is nowhere positive between them, a contradiction. So \(\psi_{\rm sat}\le\psi_{\rm lin}\) everywhere: saturation makes the potential decay faster.

**Small-signal response.** Raise \(\psi_0\) slightly and let \(v(x)=\partial\psi(x)/\partial\psi_0\), with \(v(0)=1\) and \(v\to0\) in the bulk. The change of \(D\) is \(-\varepsilon_0\varepsilon_dv'\), so differentiation of Poisson's equation gives

\[
(\varepsilon_0\varepsilon_dv')'=Kv,\qquad C=-\varepsilon_0\varepsilon_d v'\big|_{x=0},
\]

with \(K=(2c_0e^2/kT)\cosh\varphi\) for \(x>d\) and \(K=0\) for \(x<d\). Multiply the equation by \(v\) and integrate by parts. The boundary term equals \(C\), and

\[
C=J[v]\equiv\int_0^\infty\left(\varepsilon_0\varepsilon_dv'^2+Kv^2\right)dx .
\]

This value is a minimum. For a trial function \(v+\eta\) with \(\eta=0\) at both ends,

\[
J[v+\eta]-J[v]=2\int_0^\infty\eta\left[-(\varepsilon_0\varepsilon_dv')'+Kv\right]dx+\int_0^\infty\left(\varepsilon_0\varepsilon_d\eta'^2+K\eta^2\right)dx .
\]

The first integral vanishes by the equation for \(v\), and the second is not negative.

**Comparison at equal potential.** Insert the linear medium's response \(v_{\rm lin}\) into the functional of the saturating medium:

\[
C_{\rm sat}\le J_{\rm sat}[v_{\rm lin}]<J_{\rm lin}[v_{\rm lin}]=C_{\rm lin}.
\]

The second inequality holds because \(\varepsilon_d\le\varepsilon_s\), and because \(\psi_{\rm sat}\le\psi_{\rm lin}\) makes \(K_{\rm sat}\le K_{\rm lin}\). It is strict because in the compact layer \(\varepsilon_d<\varepsilon_s\) and \(v_{\rm lin}'\ne0\). This is the same result.

## What each derivation assumes

Both use independent dipoles at constant density, a local relation between \(D\) and \(E\), mean-field point ions and a flat electrode. They differ in what they ask of the medium and in what they return.

The first needs a concave \(D(E)\) and the first integral, which requires a uniform medium in the diffuse layer. In return it gives closed formulas in terms of the field at the electrode, separate statements for the two layers, and the comparison at equal charge.

The second needs the same \(D(E)\) at every \(x\), compact layer included, since only then is \(dD/dx=\varepsilon_0\varepsilon_d\,dE/dx\). Beyond that it needs only \(0<\varepsilon_d\le\varepsilon_s\), with \(\varepsilon_d<\varepsilon_s\) in the compact layer for a strict reduction; it uses neither concavity nor a first integral. The bounds alone do not suffice. With the salt and \(d\) of the example below, a layered medium with permittivity 78.0 in the compact layer, 78.4 over the next 0.3 nm and 10 beyond has a capacitance about 3 % above that of the uniform 78.4 layer at 160 mV. It gives the sign of the effect at equal potential but no closed capacitance. It also shows two causes acting together: the medium polarizes less for a given change of field, and the faster decay of the potential leaves fewer ions to respond.

The second proof uses the fact that \(K\) grows with potential. Ions of finite size can violate this, because their charge density levels off; neither proof then applies as it stands.

## Worked example

Take 0.1 mol/L of a 1:1 salt in water at 298.15 K next to a metal electrode, with \(d=0.3\) nm, \(\varepsilon_s=78.4\) and \(\varepsilon_\infty=1.78\). These are rough typical values. The water density is \(n=33.33\) nm⁻³.

The gas-phase moment, about 1.85 D, would give \(\varepsilon_s=13.4\), far too low. The moment that reproduces 78.4 is

\[
p=\sqrt{\frac{3\varepsilon_0(\varepsilon_s-\varepsilon_\infty)kT}{n}}=4.75\ \text{D}.
\]

It is an effective moment, fitted to the zero-field permittivity only. It stands in for the neglected interactions at weak field; near saturation it has no such support. It sets the field scale \(kT/p=2.60\) MV/cm and the largest dipolar polarization \(np=52.8\) µC/cm².

At \(\sigma=20\) µC/cm² the field is 3.145 MV/cm, so \(u=3.145/2.60=1.21\) and \(L=0.369\). The dipoles carry \(52.8\times0.369=19.5\) µC/cm², and the electronic background supplies the remaining 0.5. The permittivities are \(\varepsilon=71.8\) and

\[
\varepsilon_d=1.78+3(78.4-1.78)(0.2544)\approx60 .
\]

This gives \(C_H=178\) µF/cm². In the diffuse layer \(W=30.07\) MJ/m³ and \(2c_0kT=0.4958\) MJ/m³, so \(\cosh\varphi_d=1+30.07/0.4958\approx61.65\), \(\varphi_d=4.815\) and \(C_D=378\) µF/cm². Integrating Poisson's equation numerically from the bulk to the plane where \(D=20\) µC/cm² reproduces this \(\varphi_d\) to within one part in \(10^5\). In series,

\[
C=\left(\frac1{178}+\frac1{378}\right)^{-1}=121\ \mu\text{F/cm}^2 .
\]

The linear layer at the same charge has 231 and 396 µF/cm², together 146. Saturation thus lowers the total by 17 % of the linear value. About nine tenths of the increase in \(1/C\) comes from the compact layer.

At the same potential, 218 mV, the linear layer holds 21.3 µC/cm² and has 149 µF/cm²; relative to that the reduction is 19 %.

| σ (µC/cm²) | \(\varepsilon_d\) | C (µF/cm²) | linear C (µF/cm²) |
|---|---|---|---|
| 5 | 77.2 | 79.0 | 79.5 |
| 10 | 73.7 | 105.6 | 109.4 |
| 20 | 60.2 | 121.0 | 146.0 |
| 30 | 40.0 | 96.3 | 166.1 |

The loss grows from under 1 % to 42 %. Between 20 and 30 µC/cm² the total falls although \(C_D\) rises from 378 to 522 µF/cm², because \(C_H\) drops from 178 to 118. The weak-field law predicts a loss of \(C_H\) at 20 µC/cm² of 28.7 % with the exact field and 24.1 % with the linear field of 2.88 MV/cm, against 23.2 % from the full function; at \(u=1.2\) it is no more than a guide.

## Real electrodes

Measured capacitances of metals in aqueous salt solutions are often some tens of µF/cm², below the 121 found here. In the model, saturation changes nothing at zero charge, where \(u=0\) throughout the layer; orientation of water by the metal surface itself is left out. At 20 µC/cm² the assumptions that real interfaces break matter as much as the effect studied:

- **Ion size.** Point ions would reach 12.3 mol/L at the edge of the diffuse layer, while sites 0.7 nm wide hold at most 4.84 mol/L. Let each site of volume \(a^3\) be empty or hold one ion, with weights \(1-\nu\) and \(\tfrac12\nu e^{\mp\varphi}\), where \(\nu=2c_0a^3\). The ion charge is then divided by \(1+\nu(\cosh\varphi-1)\). With \(d\) and \(\varepsilon_s\) unchanged, the total becomes 77 µF/cm² with saturation and 90 without. The reduction at equal charge survives in this case.
- **Local fields.** If the polarization saturates at \(n\) times the gas-phase moment, 20.6 µC/cm², while \(\varepsilon_s\) is kept, then \(\varepsilon_d\) falls to 4.2 and the total to 12 µF/cm². This is a sensitivity case, not a prediction, and an extreme one, because 20 lies just below 20.6: the same case gives 49 µF/cm² at 15 µC/cm², and moments of 2.5 D and 2.95 D give 54 and 79 µF/cm² at 20 µC/cm². It shows that the strength of saturation rests heavily on the noninteracting-dipole assumption.
- **Ions in the water.** The crowded layer holds about 4.5 mol/L of anions at its edge and almost no cations. A rough fall of 10 in permittivity per mol/L of salt, extended linearly to this concentration, would remove about 45 of the 78 if the anions caused all of it, and about 22 if both ions contributed equally.
- **The metal.** For a metal with one free electron per sphere of radius 3 bohr, the naive screening length of 0.059 nm acts like a series capacitance of 15 µF/cm². Electrons spilling out of the surface are left out of that estimate, so it should not simply be added; it does suggest that a perfect classical metal is a poor quantitative assumption.
- **Molecular size.** The compact layer is about as thick as the spacing of water molecules, 0.31 nm, so a local permittivity is doubtful there.

The field compresses the water by only about 1.4 % in density, for a rough compressibility of \(4.5\times10^{-10}\) Pa⁻¹. Yet \(dD/dE\) also gains the term \(pL\,dn/dE\). With \(d\) fixed, \(\varepsilon_d\) at 20 µC/cm² rises from 60 to 63, and the reduction shrinks from 17 % to 14 % (from 42 % to 33 % at 30 µC/cm²). The 17 % reduction is therefore the size of the effect in this dipole model at equal charge, not a forecast for a real electrode. Further values are in the numerical output.

## Table of computed values

```
temperature 298.15 K, kT/e = 25.69 mV
inputs: eps_s 78.4, eps_inf 1.78, d 0.3 nm
salt 0.1 mol/L, Debye length 0.961 nm
water density 997 kg/m3 = 33.33 per nm3
gas-phase dipole 1.85 D gives eps_s = 13.4
effective dipole for eps_s: 4.75 D
field scale kT/p: 2.60 MV/cm
saturation polarization n*p: 52.8 uC/cm2
charge uC/cm2 | E MV/cm | eps | eps_d
  5 | 0.724 | 78.0 | 77.2
 10 | 1.470 | 76.8 | 73.7
 20 | 3.145 | 71.8 | 60.2
 30 | 5.411 | 62.6 | 40.0
charge uC/cm2 | C compact, diffuse, total | linear total, uF/cm2
  5 | 227.9, 120.8, 79.0 | 79.5 (change -0.7 %)
 10 | 217.6, 205.3, 105.6 | 109.4 (change -3.5 %)
 20 | 177.8, 378.2, 121.0 | 146.0 (change -17.2 %)
 30 | 118.1, 522.1, 96.3 | 166.1 (change -42.0 %)
details at 20 uC/cm2:
u = 1.211, L(u) = 0.3691, L'(u) = 0.2544
field work W = 30.07 MJ/m3
2*c0*kT = 0.4958 MJ/m3, phi = 4.815
diffuse drop 123.7 mV, compact drop 94.4 mV
total potential 218.1 mV, linear 209.1 mV
linear field 2.881 MV/cm
linear C compact 231.4, diffuse 395.9 uF/cm2
compact loss 23.2 %, quadratic law 28.7 %
equal potential: linear charge 21.33 uC/cm2
equal potential: linear C 149.4 uF/cm2, change -19.0 %
neglected effects at the same charge:
point-ion wall concentration 12.3 mol/L
packing limit for 0.7 nm sites 4.84 mol/L
with crowding: C saturated 77.3, linear 90.3 uF/cm2
local-field variant: P_sat 20.6 uC/cm2, scale 1.01 MV/cm
local-field variant: E 9.83 MV/cm, eps_d 4.2
local-field variant: total C 11.7 uF/cm2
crowded wall 4.46 mol/L; at 10 per mol/L eps falls by 45
electrostriction: 32.1 MPa, density up 1.4 %
water spacing n^(-1/3) = 0.311 nm against d
metal, r_s = 3 bohr: screening length 0.0586 nm
naive metal series capacitance 15.1 uF/cm2
potential / rough 1.2 V electrolysis threshold: 0.18
```
